\section*{Second-order Stark effect in hydrogen from two planar oscillators, part 2}

A hydrogen atom stands in a static electric field $F$ along $z$. The aim is to derive its energies through second order in the field,
\begin{equation}
E=-\frac{1}{2n^2}+\frac32\,nkF-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right)F^2+O(F^3).
\label{result}
\end{equation}
Here $m$ is the quantum number of the angular momentum along the field, and
\begin{equation}
n=n_1+n_2+|m|+1,\qquad k=n_1-n_2 .
\label{numbers}
\end{equation}
The integers $n_1,n_2\ge0$ count the nodes of the wave function in the parabolic coordinates $u$ and $v$, where $u^2=r+z$, $v^2=r-z$, and $r$ is the distance from the nucleus. Hartree atomic units are used. The model is nonrelativistic and without spin, the nucleus is infinitely heavy, and the electron has the potential energy $+Fz$ in the field.

With $\omega=\sqrt{-2E}$, the Schrödinger equation separates into two two-dimensional oscillators of angular momentum $m$. Their potentials are $\frac12\omega^2u^2+\frac12Fu^4$ and $\frac12\omega^2v^2-\frac12Fv^4$, and their eigenvalues are the separation constants $2\beta_1$ and $2\beta_2$. The shares $\beta_1$ and $\beta_2$ of the nuclear charge add to 1.

The scaling $u=\rho/\sqrt\omega$, and likewise for $v$, turns the two operators into $\omega(h_0\pm\lambda\rho^4)$, where $h_0$ is the oscillator of unit frequency and $\lambda=F/(2\omega^3)$. The eigenvalues of $h_0$ are $N=2\nu+|m|+1$ with $\nu=0,1,2,\ldots$, and those of $h_0+\lambda\rho^4$ are $N+\lambda a_1(N)+\lambda^2a_2(N)+\cdots$. The coefficients $a_1$ and $a_2$ have been found by perturbation theory at fixed $E$.

For $F>0$ the oscillator in $v$ is inverted at large $v$, so the electron can escape and the levels are resonances. The power series is taken, without proof, as the asymptotic expansion of the resonance position. It does not contain the decay width.

\section{From the separation constants to the energy}

The energy is $E=-\omega^2/2$, and the field enters the oscillators through $\lambda=F/(2\omega^3)$. For the coordinates $r+z$ and $r-z$ the unperturbed oscillator eigenvalues are $N_1=2n_1+|m|+1$ and $N_2=2n_2+|m|+1$. With quartic terms $+\lambda\rho^4$ and $-\lambda\rho^4$, the separation constants are
\begin{align}
2\beta_1&=\omega\left[N_1+\lambda a_1(N_1)+\lambda^2a_2(N_1)+\cdots\right],\label{beta1}\\
2\beta_2&=\omega\left[N_2-\lambda a_1(N_2)+\lambda^2a_2(N_2)+\cdots\right],\label{beta2}
\end{align}
where $a_1(N)=\frac12(3N^2-m^2+1)$ and $a_2(N)=-\frac14N(17N^2-9m^2+19)$. They must satisfy $\beta_1+\beta_2=1$, and this condition fixes $\omega$.

From $n=n_1+n_2+|m|+1$ and $k=n_1-n_2$ one has $N_1+N_2=2n$ and $N_1-N_2=2k$, so
\begin{equation}
N_1=n+k,\qquad N_2=n-k .
\end{equation}
The first-order terms enter as a difference, in which $m^2$ and the constant drop out:
\begin{equation}
a_1(N_1)-a_1(N_2)=\frac32\left(N_1^2-N_2^2\right)=\frac32(2n)(2k)=6nk .
\end{equation}
The second-order terms are even in $\lambda$ and add. With $N_1^3+N_2^3=2n^3+6nk^2$,
\begin{align}
a_2(N_1)+a_2(N_2)&=-\frac14\left[17(2n^3+6nk^2)+2n(19-9m^2)\right]\nonumber\\
&=-\frac n2Q,\qquad Q=17n^2+51k^2-9m^2+19 .
\label{Q}
\end{align}
The sum of \eqref{beta1} and \eqref{beta2} is therefore $2=\omega[2n+6nk\lambda-\frac12nQ\lambda^2]$, up to higher orders. Division by $2n$ and insertion of $\lambda$ give
\begin{equation}
\frac1n=\omega+\frac{3k}{2}\frac{F}{\omega^2}-\frac{Q}{16}\frac{F^2}{\omega^5}+O(F^3).
\label{condition}
\end{equation}

This is an implicit equation, because the strength of the quartic terms depends on the energy being sought. Put $\omega=1/n+w_1F+w_2F^2+\cdots$. To the order needed,
\begin{equation}
\frac1{\omega^2}=n^2\left(1-2nw_1F+\cdots\right),\qquad \frac1{\omega^5}=n^5+\cdots .
\end{equation}
The terms of order $F$ in \eqref{condition} give
\begin{equation}
0=w_1+\frac{3k}{2}n^2,\qquad w_1=-\frac32kn^2 .
\label{w1}
\end{equation}
Those of order $F^2$ give
\begin{equation}
0=w_2-3kn^3w_1-\frac{Q}{16}n^5 .
\end{equation}
Since $3kn^3w_1=-\frac92k^2n^5=-\frac{72}{16}k^2n^5$,
\begin{equation}
w_2=\frac{n^5}{16}\left(Q-72k^2\right).
\label{w2}
\end{equation}
Expanding $E=-\omega^2/2$ yields
\begin{equation}
E=-\frac1{2n^2}-\frac{w_1}{n}F-\left(\frac{w_2}{n}+\frac{w_1^2}{2}\right)F^2+O(F^3).
\end{equation}
The linear coefficient is $\frac32nk$. In the quadratic one, $\frac12w_1^2=\frac98k^2n^4=\frac{n^4}{16}\,18k^2$, so the bracket multiplying $-n^4/16$ is
\begin{equation}
Q-72k^2+18k^2=Q-54k^2=17n^2-3k^2-9m^2+19 .
\label{bracket}
\end{equation}
This is the second-order term of \eqref{result}.

The calculation shows where the small coefficient of $k^2$ comes from. At fixed energy the two oscillators would contribute $+51k^2$. But a state with $k\neq0$ has a linear energy shift. That shift changes the frequency by $w_1F$. Through the factor $1/\omega^2$ in the first-order term of \eqref{condition} this change contributes $-72k^2$, and through the square in $E=-\omega^2/2$ it contributes $+18k^2$, together $-54k^2$. The result $-3k^2$ is the difference of two much larger numbers, so the frequency may not be frozen at $1/n$ in the second-order calculation.

The linear term is the energy of a permanent dipole. In first order the shift equals $F\langle z\rangle$, so the unperturbed parabolic state has $\langle z\rangle=\frac32nk$. For $k>0$ the electron lies on average at positive $z$, where its potential energy in the field is higher. The quadratic term describes the distortion of the atom. Written as $-\frac12\alpha F^2$, it defines the polarizability
\begin{equation}
\alpha=\frac{n^4}{8}\left(17n^2-3k^2-9m^2+19\right).
\end{equation}
This is positive for every state. From \eqref{numbers}, $|k|+|m|\le n-1$, so $3k^2+9m^2\le9(|k|+|m|)^2\le9(n-1)^2$, which is smaller than $17n^2$. The second-order shift is therefore downward for all levels, whatever the sign of the linear one.

Reversing the field is equivalent to the reflection $z\to-z$, which exchanges the two parabolic coordinates and changes $k$ into $-k$. The linear term is odd in $k$ and the quadratic term is even, as this symmetry requires.

For the ground state, $n=1$ and $k=m=0$, the bracket is 36. The shift is $-\frac94F^2$ and the polarizability is $\frac92$. Here the mechanism is at its simplest. The first-order oscillator shifts cancel, the second-order ones add to $-18\lambda^2$, and $\omega(2-18\lambda^2)=2$ gives $\omega=1+9\lambda^2=1+\frac94F^2$ to this order. Then $E=-\frac12\omega^2=-\frac12-\frac94F^2$.

For $n=2$ the states with $m=0$ have $k=\pm1$. Their linear shifts are $\pm3F$, and both have the quadratic shift $-84F^2$. The states with $m=\pm1$ have $k=0$, no linear shift, and the quadratic shift $-78F^2$. At the other extreme of angular momentum, $|m|=n-1$ forces $k=0$, and the bracket becomes $17n^2-9(n-1)^2+19=2(n+1)(4n+5)$. Such a state has no linear shift, and
\begin{equation}
E=-\frac1{2n^2}-\frac{n^4}{8}(n+1)(4n+5)F^2+\cdots .
\end{equation}

The linear shift does not depend on $m$ at given $n$ and $k$, so some degeneracy survives in first order. For $n=3$, for instance, $k=0$ occurs both with $m=0$ and with $m=\pm2$. The second-order term separates them through $+\frac{9}{16}n^4m^2F^2$. The pair $\pm m$ remains degenerate, because the separated equations contain $m$ only as $m^2$.

A numerical example shows the sizes. Take hydrogen with $n_1=3$, $n_2=1$ and $m=0$, so that $n=5$ and $k=2$, in a field of $2\times10^{-5}$ atomic units, or $1.028\times10^7$ V/m. The oscillator numbers are $N_1=7$ and $N_2=3$. At $\omega=1/5$ the quartic strength is
\begin{equation}
\lambda=\frac{Fn^3}{2}=\frac{(2\times10^{-5})(125)}{2}=0.00125 .
\end{equation}
The coefficients are $a_1(7)=74$, $a_1(3)=14$, $a_2(7)=-1491$ and $a_2(3)=-129$. Their combinations agree with the general expressions: $74-14=60=6nk$, and $-1491-129=-1620=-\frac52(648)$ with $Q=648$.

The expansion of the frequency is
\begin{align}
w_1F&=-\frac32(2)(25)(2\times10^{-5})=-0.0015,\\
w_2F^2&=\frac{3125}{16}(648-288)(4\times10^{-10})=0.000028125 .
\end{align}
Thus $\omega=0.2-0.0015+0.000028125=0.198528125$. Solving the coupled oscillator equations numerically gives $0.198528009$.

The field also redistributes the nuclear charge between the coordinates. Without it, $\beta_1=7/10$ and $\beta_2=3/10$. To first order, \eqref{beta1} changes $\beta_1$ by
\begin{equation}
\frac12\left(N_1w_1F+\frac{\lambda a_1(N_1)}{n}\right)=\frac12\left(-0.0105+0.0185\right)=0.0040 ,
\end{equation}
and $\beta_2$ changes by $\frac12(-0.0045-0.0035)=-0.0040$. The sum stays equal to one. The numerical values in the field are $0.704005$ and $0.295995$.

The energy shifts follow from \eqref{result}. The linear one is $\frac32(5)(2)(2\times10^{-5})=3.0\times10^{-4}$ hartree. The final bracket is $648-216=432$, so the quadratic coefficient is $-\frac{625}{16}(432)=-16875$ and the shift is
\begin{equation}
-16875\,(4\times10^{-10})=-6.75\times10^{-6}\ \text{hartree}.
\end{equation}
In wave numbers the two shifts are $65.84$ and $-1.48$ cm$^{-1}$. Had both second-order terms that come from $w_1$ been left out, the bracket would have been 648, and the quadratic shift would have come out too large by half.

Through second order the energy is $-0.02+0.0003-0.00000675=-0.01970675$ hartree. The numerical solution of the coupled oscillators gives $-0.0197066852$ hartree. A diagonalization of the full Hamiltonian in a spherical basis, which makes no use of parabolic coordinates, gives the same ten decimals. The difference from the second-order result is $6.5\times10^{-8}$ hartree, about 1\% of the quadratic shift. When the field is halved, this remainder falls by a factor $7.61$. A pure cubic term would give 8. A fourth-order term of opposite sign would explain the deficit, but that term has not been derived here. The same spherical diagonalization was used to test the linear and quadratic coefficients for the 20 states with $n\le4$ and $m\ge0$. The largest relative deviation of the quadratic coefficient was $9.9\times10^{-5}$.

Three conditions limit the use of \eqref{result}. The first is that the series must be short of its breakdown. For $m=0$ and $k=n-1$ the bracket is $14n^2+6n+16$. At large $n$ the ratio of the quadratic to the linear shift then tends to
\begin{equation}
-\frac{(n^4/16)(14n^2)F^2}{\frac32n^2F}=-\frac7{12}\,n^4F .
\end{equation}
The natural measure of the field is thus $n^4F$, which is $0.0125$ in the example. It compares $F$ with the Coulomb force $1/r^2$ at a distance of order $n^2$. A field that is weak for the ground state can be strong for a highly excited one.

The second condition is that tunnelling be slow. For $m=0$ the potential of the inverted oscillator is $\frac12\omega^2v^2-\frac12Fv^4$. Its derivative vanishes at $v^2=\omega^2/(2F)$, where the height is
\begin{equation}
\frac{\omega^4}{4F}-\frac{\omega^4}{8F}=\frac{\omega^4}{8F}.
\end{equation}
This is to be compared with the oscillator eigenvalue $2\beta_2$. In the example the barrier is $9.71$ and the eigenvalue $0.592$, so the level lies far below the top. With the zero-field values $\omega=1/n$ and $2\beta_2=N_2/n$, the ratio of barrier to level is $n/(8N_2\,n^4F)$. At given $n$ and $F$ it is smallest for the largest $N_2$, that is, for the states with the most negative $k$. These have the electron on the side from which it escapes. The zero-field ratio orders the states, but it is not a threshold. For $k<0$ the field raises $\omega$, by \eqref{w1}, and the barrier grows as $\omega^4$. For $n=5$, $k=-4$, $m=0$ the zero-field ratio equals 1 at $F=1/9000$. There the second-order energy $-0.02352$ gives a barrier of $2.49$, while $2\beta_2=2-2\beta_1$ is below 2, so the level is still under the top. The comparison must be made with the values of $\omega$ and $\beta_2$ in the field. As the level then approaches the top of the barrier, the resonance becomes broad and a real energy no longer describes it. Neither numerical method used above contains the width: both work in finite bases of decaying functions, and their energies stand for the resonance position.

A crossing of levels from neighbouring values of $n$ is not by itself a failure. The energy denominators in the derivation are differences of oscillator eigenvalues, $\pm2$ and $\pm4$, and do not become small when two hydrogen levels meet. This is a consequence of separability in the pure Coulomb field. An atom with an extended core lacks it.

The third condition concerns what the Hamiltonian leaves out. Spin--orbit coupling and the other relativistic corrections split the zero-field level, and the parabolic states are the right starting point when the spacing $\frac32nF$ of the first-order Stark levels is much larger than this splitting. The Dirac levels for $n=5$ spread over $1.7\times10^{-7}$ hartree. That is about $2.5\%$ of the quadratic shift in the example, and far less than the linear one. It is, however, larger than the remainder of $6.5\times10^{-8}$ hartree. At this field, a third-order correction without fine structure would therefore refine the model but not necessarily the description of the real atom. The finite mass of the nucleus increases the linear shift by a fraction equal to the electron-to-nucleus mass ratio, $5.4\times10^{-4}$ for the proton, and the quadratic shift by three times that fraction. In the example the linear shift changes by $1.6\times10^{-7}$ hartree, which also exceeds the remainder. In weaker fields, where the linear splitting becomes comparable with the fine structure, $k$ ceases to label the states, and the relativistic terms and the field must be treated together.

\section*{Computed results}
\begin{verbatim}
States tested with n <= 4, m >= 0 (count): 20
Largest relative error of second-order coefficient: 9.9e-05
Ground-state polarizability (a.u.): 4.5000
Example n, n1, n2, m, k (dimensionless): 5, 3, 1, 0, 2
Field F (a.u.): 2.000e-05
Field F (V/m): 1.02844e+07
Oscillator numbers N1, N2 (dimensionless): 7, 3
Quartic strength lambda at omega=1/n (dimensionless): 0.001250
a1 for N1 (dimensionless): 74.000
a1 for N2 (dimensionless): 14.000
a2 for N1 (dimensionless): -1491.000
a2 for N2 (dimensionless): -129.000
Zero-field beta1, beta2 (a.u.): 0.700000, 0.300000
Numerical beta1, beta2 in field (a.u.): 0.704005, 0.295995
omega, zeroth order (a.u.): 0.200000000
omega, first-order term (a.u.): -0.001500000
omega, second-order term (a.u.): 0.000028125
omega, numerical coupled oscillators (a.u.): 0.198528009
Bracket before omega response, Q (dimensionless): 648
Contribution of omega response, -54 k^2 (dimensionless): -216
Final bracket (dimensionless): 432
Second-order energy coefficient (a.u.): -16875.000
Zero-field energy (hartree): -0.0200000000
First-order shift (hartree): 0.0003000000
Second-order shift (hartree): -0.0000067500
Energy through second order (hartree): -0.0197067500
Energy, coupled oscillators (hartree): -0.0197066852
Energy, spherical-basis diagonalization (hartree): -0.0197066852
Remainder after second order (hartree): 6.4755e-08
Remainder ratio for F and F/2 (dimensionless): 7.610
First-order shift (cm^-1): 65.8424
Second-order shift (cm^-1): -1.4815
Barrier height of inverted oscillator (a.u.): 9.7088
Oscillator level 2*beta2 (a.u.): 0.5920
Dirac fine-structure spread at this n (hartree): 1.704e-07
\end{verbatim}
